\section*{Initial Relaxation Barrier from Drift-Onset Times in Phase-Change Memory}

\section*{The question}

A RESET pulse melts the chalcogenide in a phase-change memory cell and leaves it as a glass. The glass then relaxes, and its threshold voltage and resistance rise with time. The collective-relaxation model describes the whole glass by one variable $\Sigma$, with $\Sigma=1$ for the least relaxed and $\Sigma=0$ for the fully relaxed state. The barrier against further relaxation is
\begin{equation}
E=E_s(1-\Sigma),
\end{equation}
and it grows as the glass relaxes. Each relaxation event lowers $\Sigma$ by $\Delta$, and the attempt rate is $\nu_0$. When many small events are treated as a continuous change,
\begin{equation}
\frac{d\Sigma}{dt}=-\nu_0\Delta\,
\exp\!\left[-\frac{E_s(1-\Sigma)}{k_BT}\right],\qquad \Sigma(0)=\Sigma_0 .
\label{rate}
\end{equation}

The algebra is in atomic units, with $k_B$ kept as the factor that turns kelvin into energy. Numbers are in eV, K, s and V. Write $\theta=k_BT$, $\beta=1/\theta$, $E_0=E_s(1-\Sigma_0)$ and $W=\nu_0\Delta E_s$, an energy per time. Unless a part says otherwise, $T$ is constant during a run, $\Sigma_0,\nu_0,\Delta,E_s$ are the same at all temperatures, and the clock starts when the glass is formed.

The threshold voltage is $V=V_r-g\Sigma$, with $g>0$. Plotted against $\ln t$, it has an initial plateau $V(0)$ and a late straight line. The onset time $\tau$ is the time at which the late line, extended backwards, meets the plateau. Numerical integration of (\ref{rate}) for one set of parameters gave these synthetic data:

\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $\beta$ (1/eV) & $\tau$ (s) & $\ln(\tau/T)$\\
100 & 116.045 & $1.370\times10^{1}$ & $-1.988$\\
140 & 82.889 & $4.821\times10^{-3}$ & $-10.276$\\
180 & 64.470 & $6.199\times10^{-5}$ & $-14.881$\\
230 & 50.454 & $2.383\times10^{-6}$ & $-18.385$\\
300 & 38.682 & $1.638\times10^{-7}$ & $-21.328$
\end{tabular}
\end{center}
In the last column $\tau$ is in s and $T$ in K.

\section*{Part (a): the relaxation law}

\textbf{Question.} Find $E(t)$ and the time scale on which it leaves its initial value. When does the solution cease to apply?

\textbf{Answer.} Since $dE/dt=-E_s\,d\Sigma/dt$, the minus sign in (\ref{rate}) cancels:
\begin{equation}
\frac{dE}{dt}=W e^{-E/\theta}.
\label{barrier}
\end{equation}
Multiply by $e^{E/\theta}$ and integrate from $0$ to $t$ at constant $\theta$:
\begin{align}
\int_{E_0}^{E(t)}e^{E'/\theta}\,dE' &= Wt,\\
\theta\left(e^{E(t)/\theta}-e^{E_0/\theta}\right)&=Wt .
\end{align}
Divide by $\theta e^{E_0/\theta}$ and take the logarithm:
\begin{equation}
E(t)=E_0+\theta\ln\!\left(1+\frac{t}{\tau_0}\right),\qquad
\tau_0=\frac{\theta}{W}\,e^{E_0/\theta}.
\label{law}
\end{equation}

For $t\ll\tau_0$ the barrier rises linearly, $E\simeq E_0+\theta t/\tau_0$. For $t\gg\tau_0$ it rises by $\theta$ each time $t$ grows by a factor $e$. The initial speed is $We^{-E_0/\theta}=\theta/\tau_0$, so $\tau_0$ is the time in which the barrier would rise by $\theta$ if it kept that speed. A rise of $\theta$ slows relaxation by a factor $e$, which is why the linear growth bends over at this point.

The state variable follows from $\Sigma=1-E/E_s$:
\begin{equation}
\Sigma(t)=\Sigma_0-\frac{\theta}{E_s}\ln\!\left(1+\frac{t}{\tau_0}\right).
\end{equation}
It reaches zero at $t=\tau_0(e^{\Sigma_0E_s/\theta}-1)$. Equation (\ref{rate}) has no term that stops relaxation there, so the law must be abandoned before that time. In the integrated curves $\Sigma$ stays above 0.51.

\section*{Part (b): what the onset measures}

\textbf{Question.} Show how the onset $\tau$ is related to $\tau_0$. Would a resistance $R=R_p\exp[(E_x-\alpha\Sigma)/\theta]$, read at the relaxation temperature, give the same onset?

\textbf{Answer.} Insert $\Sigma(t)$ in the voltage:
\begin{equation}
V(t)=V(0)+\frac{g\theta}{E_s}\ln\!\left(1+\frac{t}{\tau_0}\right).
\end{equation}
For $t\gg\tau_0$ write $\ln(1+t/\tau_0)=\ln(t/\tau_0)+\ln(1+\tau_0/t)$. The last term tends to zero, so the late line is
\begin{equation}
V_{\rm late}(t)=V(0)+\frac{g\theta}{E_s}\ln\frac{t}{\tau_0}.
\end{equation}
It equals $V(0)$ when the logarithm vanishes, so $\tau=\tau_0$. The factor $g$ sets the slope of the line but not the crossing. It may therefore differ between temperatures, provided that it is constant within each run.

For the resistance,
\begin{equation}
\ln\frac{R(t)}{R(0)}=\frac{\alpha[\Sigma_0-\Sigma(t)]}{\theta}
=\frac{\alpha}{E_s}\ln\!\left(1+\frac{t}{\tau_0}\right).
\end{equation}
The onset in $\ln R$ is again $\tau_0$. At late times $R\propto t^{\alpha/E_s}$, with a drift exponent independent of $T$, because the $\theta$ in the relaxation law cancels the $\theta$ in the conduction law. This cancellation requires the two temperatures to be equal.

\section*{Part (c): the straight-line plot}

\textbf{Question.} Which function of $\tau_0$ and $T$ is linear in $1/T$? What do its slope and intercept determine? What would a plot of $\ln\tau_0$ against $\beta$ give?

\textbf{Answer.} Divide $\tau_0$ in (\ref{law}) by $T$, using $\theta=k_BT$, and take the logarithm:
\begin{equation}
\ln\frac{\tau_0}{T}=\ln\frac{k_B}{W}+\frac{E_0}{k_BT}.
\label{line}
\end{equation}
The first term is independent of temperature, so the plot is straight. Its slope against $\beta$ is $E_0$, the barrier at the start of the run. Its slope against $1/T$ is $E_0/k_B$. The argument of the logarithm carries units. Changing them moves the intercept and leaves the slope alone.

The intercept $b$ gives $W=k_Be^{-b}$. The onsets depend on the parameters through $E_0$ and $W$, so $E_s$, $\Sigma_0$, $\nu_0$ and $\Delta$ cannot be found separately from them. The late slope $g\theta/E_s$ supplies $E_s$ if $g$ is known independently.

Without the division by $T$, $\ln\tau_0=-\ln\beta-\ln W+\beta E_0$, and
\begin{equation}
\frac{d\ln\tau_0}{d\beta}=E_0-\frac1\beta=E_0-k_BT,\qquad
\frac{d^2\ln\tau_0}{d\beta^2}=\frac1{\beta^2}>0 .
\end{equation}
The plot is curved, and its local slope is below the barrier by $k_BT$.

\section*{Part (d): the barrier from the data}

\textbf{Question.} Extract $E_0$ and $W$. Estimate the error of $E_0$ if each $\ln\tau$ has an independent random error of standard deviation $\sigma=0.20$. Can such data show that the division by $T$ is needed?

\textbf{Answer.} The two end points give
\begin{equation}
E_0=\frac{-1.988-(-21.328)}{116.045-38.682}\ \text{eV}
=\frac{19.340}{77.363}\ \text{eV}=0.2500\ \text{eV}.
\end{equation}
A least-squares line through all five points gives the same value, 0.2500 eV or 0.00919 hartree. With the unrounded onsets the largest residual in $\ln(\tau/T)$ is $2\times10^{-7}$, so the integrated curves confirm the linearity; the rounded entries of the table leave residuals of order $10^{-4}$. The intercept is
\begin{equation}
b=-1.988-0.2500\times116.045=-30.999 ,
\end{equation}
and with $k_B=8.62\times10^{-5}$ eV/K,
\begin{equation}
W=8.62\times10^{-5}\,e^{30.999}\ \text{eV/s}=2.50\times10^{9}\ \text{eV/s}.
\end{equation}
The parameters behind the data were $E_s=1.25$ eV, $\Sigma_0=0.80$, $\nu_0=10^{12}$ s$^{-1}$ and $\Delta=0.002$. They give $E_0=1.25\times0.20=0.25$ eV and $W=2.5\times10^9$ eV/s, so both quantities are recovered.

For the error, write the fitted slope as $\sum_i(\beta_i-\bar\beta)y_i/S$, where $y_i=\ln(\tau_i/T_i)$ and $S=\sum_i(\beta_i-\bar\beta)^2$. Independent errors add in squares:
\begin{equation}
\sigma_E^2=\frac{\sigma^2}{S^2}\sum_i(\beta_i-\bar\beta)^2=\frac{\sigma^2}{S}.
\end{equation}
Here $\bar\beta=70.51$ eV$^{-1}$ and $S=3.68\times10^3$ eV$^{-2}$, so $\sigma_E=0.20/60.7=0.0033$ eV, or 1.3\% of $E_0$. Simulated data sets with this scatter also give 0.0033 eV. For a given scatter, the error in eV depends only on the spread of the inverse temperatures, not on $E_0$. It is small here because the temperatures reach from 100 to 300 K; the same number of points between 250 and 300 K would give an error about ten times larger.

A line fitted to $\ln\tau$ has slope 0.2361 eV. The deficit of 0.0139 eV lies between $k_BT$ at 100 K (0.0086 eV) and at 300 K (0.0259 eV), as part (c) requires, and is about four times $\sigma_E$. Yet the largest residual of that line is 0.086, less than the assumed scatter of 0.20. Five such points can hardly reveal the curvature. The division by $T$ therefore rests on the rate equation, not on the look of the plot.

\section*{Part (e): another definition of onset}

\textbf{Question.} Suppose the onset is instead taken as the time $t_*$ at which $V$ has risen by a fixed $\delta V$. What barrier does a plot of $\ln(t_*/T)$ give? Take $g=1.0$ V and $\delta V=0.020$ V.

\textbf{Answer.} The voltage gain corresponds to a barrier gain $\delta E=E_s\,\delta V/g=1.25\times0.020$ eV $=0.025$ eV. Setting $E(t_*)-E_0=\delta E$ in (\ref{law}) gives
\begin{equation}
t_*=\tau_0\left(e^{\beta\delta E}-1\right).
\end{equation}
The additional factor depends on temperature. Differentiating,
\begin{equation}
\frac{d}{d\beta}\ln\frac{t_*}{T}
=E_0+\frac{\delta E\,e^{\beta\delta E}}{e^{\beta\delta E}-1}
=E_0+\frac{\delta E}{1-e^{-\beta\delta E}} .
\end{equation}
The apparent barrier is too high by more than $\delta E$. At 100 K, $\beta\delta E=2.90$ and the excess is 0.026 eV. At 300 K, $\beta\delta E=0.967$ and the excess is 0.040 eV. The fit to the five times gives 0.2802 eV, an excess of 0.030 eV between these two values.

There are two simple limits. For $\delta E\gg k_BT$ the slope tends to $E_0+\delta E$, the barrier at the moment of detection. For $\delta E\ll k_BT$,
\begin{equation}
t_*\simeq\tau_0\,\beta\,\delta E=\frac{\delta E}{W}e^{\beta E_0}.
\end{equation}
Now $\ln t_*$ itself is linear in $\beta$ with slope $E_0$, and dividing by $T$ would add $k_BT$ to the local slope. The correct plot thus depends on how the onset is defined.

\section*{Part (f): finite events and a late clock}

\textbf{Question.} Find the onset (i) if the barrier rises in finite steps $\varepsilon=E_s\Delta$, using mean waiting times and readings just after each event, and (ii) if the clock and the plateau reading start a time $t_d$ after the glass is formed. Evaluate both for the data, with $t_d=30$ ns.

\textbf{Answer.} (i) Before event $j+1$ the barrier is $E_0+j\varepsilon$, and the mean wait is $e^{\beta(E_0+j\varepsilon)}/\nu_0$. The sum of the first $n$ waits is a geometric series:
\begin{equation}
t_n=\frac{e^{\beta E_0}}{\nu_0}\sum_{j=0}^{n-1}e^{j\beta\varepsilon}
=\tau_\varepsilon\left(e^{n\beta\varepsilon}-1\right),\qquad
\tau_\varepsilon=\frac{e^{\beta E_0}}{\nu_0(e^{\beta\varepsilon}-1)} .
\end{equation}
Solving for the barrier gain, $n\varepsilon=\theta\ln(1+t_n/\tau_\varepsilon)$. This is the earlier law with $\tau_\varepsilon$ in place of $\tau_0$. Since $W=\nu_0\varepsilon$,
\begin{equation}
\frac{\tau_\varepsilon}{\tau_0}=\frac{\beta\varepsilon}{e^{\beta\varepsilon}-1}
\simeq1-\frac{\beta\varepsilon}{2}\qquad(\beta\varepsilon\ll1).
\end{equation}
The logarithm of this ratio is $-\beta\varepsilon/2$ to leading order, which lowers the slope by $\varepsilon/2$. For $\varepsilon=0.0025$ eV the expected reduction is 0.00125 eV, and the fit gives 0.2487 eV. The onset at 100 K is reduced to 0.862 of its continuous value. Most of that change goes into the slope as a small term multiplied by a large $\beta$.

This shift belongs to readings taken just after each event. Readings spread evenly in $\ln t$ find the late staircase half a step lower on average. That multiplies the onset by $e^{\beta\varepsilon/2}$ and cancels the leading shift, leaving a ratio of 0.997 at 100 K. If the waits are random and the voltage is averaged over many runs, the ratio is about 0.93 and the fitted barrier 0.2494 eV.

(ii) Put $t=t_d+t'$ in (\ref{law}) and subtract the barrier at $t_d$:
\begin{equation}
E(t_d+t')-E(t_d)=\theta\ln\frac{\tau_0+t_d+t'}{\tau_0+t_d}
=\theta\ln\!\left(1+\frac{t'}{\tau_0+t_d}\right).
\end{equation}
The onset on the late clock is $\tau_0+t_d$. At 300 K it becomes $1.638\times10^{-7}+0.30\times10^{-7}=1.938\times10^{-7}$ s. The hot onsets are lengthened most in proportion, so the slope falls, here to 0.2485 eV. If $t_d\gg\tau_0$, the apparent onset is close to $t_d$ and carries almost no information about the barrier. Such points should be left out of the fit. Subtracting a known $t_d$ helps only while $\tau_0$ is not much smaller than $t_d$, because the small difference otherwise magnifies the scatter.

\section*{Part (g): does a straight plot prove the result?}

\textbf{Question.} Let the starting barrier depend on ambient temperature. What does the slope then measure? Discuss a Ge$_2$Sb$_2$Te$_5$ mushroom cell in this light.

\textbf{Answer.} Replace $E_0$ in (\ref{line}) by $E_0(T)$. Since $\beta\,d/d\beta=-T\,d/dT$, the local slope is
\begin{equation}
\frac{d}{d\beta}\left[\beta E_0(T)\right]=E_0(T)-T\frac{dE_0}{dT}.
\end{equation}
This is the tangent to $E_0(T)$ extended to $T=0$. In the linear case $E_0(T)=a+cT$,
\begin{equation}
\ln\frac{\tau_0}{T}=\left(\ln\frac{k_B}{W}+\frac{c}{k_B}\right)+\frac{a}{k_BT}.
\end{equation}
The plot is still straight, but its slope is $a$, and the term $cT$ has gone into the intercept. With $c=10^{-4}$ eV/K and starting barriers from 0.2400 eV at 100 K to 0.2600 eV at 300 K, the fit gives 0.2300 eV. No run started with that barrier. The inferred $W$ is also wrong, by the factor $e^{-c/k_B}=e^{-1.16}=0.31$. Straightness alone therefore does not establish a common initial state.

Cooling after the pulse produces such a dependence. Let the cell cool from 600 K towards an ambient $T_a$ with thermal time $t_c$:
\begin{equation}
T(t)=T_a+(600\ \text{K}-T_a)e^{-t/t_c}.
\end{equation}
A higher $T_a$ makes the cell hotter at every $t>0$, so (\ref{barrier}) gives faster relaxation at equal barrier and a higher barrier after cooling. For $t_c=3$ ns and a barrier of 0.25 eV at 600 K, integration over 30 ns gives 0.2613 eV at 100 K ambient and 0.2721 eV at 300 K. If the clock starts then, the fitted barrier is 0.2564 eV. This is below all five starting barriers, by 2\% at 100 K and 6\% at 300 K. The largest residual, 0.085, would again be hard to see under a scatter of 0.20.

The parameters are rough values meant for a melt-quenched Ge$_2$Sb$_2$Te$_5$ cell. A threshold voltage near 1 V and a drift exponent near 0.1 are of the usual size; $\alpha=0.125$ eV gives $\alpha/E_s=0.10$. The attempt rate of $10^{12}$ s$^{-1}$ is at the low end for atomic vibrations, and $\Delta$ is a model choice without a direct measurement behind it. A threshold reading switches the cell and destroys the relaxed state, so each delay needs a fresh RESET and a reproducible $\Sigma_0$. Real cells break the assumption of a common, instantly cooled initial state, and the cooling estimate above shows the size of the resulting shift for its own thermal time, starting temperature, hot barrier and rate product $W$, all of which are assumed values. The dependence on $W$ is strong. With the same cooling and a hot barrier of 0.25 eV, the fitted value lies 0.0049 eV and 0.0157 eV below the starting barriers at 100 K and 300 K for $W=2.5\times10^{9}$ eV/s, but only 0.0007 eV and 0.0024 eV below them for $W=2.5\times10^{8}$ eV/s, and 0.0001 eV and 0.0003 eV for $W=2.5\times10^{7}$ eV/s. With a hot barrier of 0.15 eV instead of 0.25 eV, the fitted value would lie 0.014 eV below the starting barrier at 100 K and 0.046 eV below that at 300 K.

Two further corrections are small here. If each event lowers the energy by an assumed $D=0.10$ eV, detailed balance makes the reverse rate $e^{-\beta D}$ times the forward rate. The net rate is multiplied by $1-e^{-\beta D}$, which is 0.979 at 300 K, and the fit gives 0.2498 eV. The leading tunnelling correction for a smooth barrier, with $\nu_0$ as the barrier frequency, multiplies the rate by $1+(2\pi\nu_0\beta)^2/24$ in atomic units. This is 1.010 at 100 K, and the fit gives 0.2499 eV. The correction grows as $\nu_0^2$: a barrier frequency of $5\times10^{12}$ s$^{-1}$ would give 1.24 at 100 K and a fit of 0.2475 eV, a shift still below the random error of 0.0033 eV found in part (d). At $10^{13}$ s$^{-1}$ the leading term is no longer adequate at 100 K. Crystallization, heating by the read pulse, a distribution of independent barriers and the electronic recovery of the threshold voltage after RESET are left out and have not been sized. The last of these would distort the plateau if it lasted as long as the onset, which is only 0.16 $\mu$s at 300 K for the assumed $W$ and scales as $1/W$. For the parameters assumed here, the dependence of the starting barrier on ambient temperature is the largest of the physical effects evaluated. The ranking is not general: for $W=2.5\times10^{7}$ eV/s and the same hot barrier, the cooling shift is far below the random error and comparable to the back-jump correction, so it has to be re-estimated with the $W$ found for the cell at hand. The extracted value should be quoted as the initial barrier only if this dependence is negligible. If the change $E_0(T)-E_0(T_1)$ from a reference temperature $T_1$ has been measured separately, $\beta[E_0(T)-E_0(T_1)]$ must first be subtracted from $\ln(\tau_0/T)$; the slope is then $E_0(T_1)$.

\section*{Table of computed values}
\begin{verbatim}
E_s = 1.25 eV, Sigma0 = 0.80, input barrier E_0 = 0.2500 eV
nu0 = 1.0e+12 1/s, Delta = 0.0020, nu0*Delta*E_s = 2.500e+09 eV/s
V_relaxed = 2.0 V, gain g = 1.0 V, V(0) = 1.20 V
T = 100 K: kB*T = 0.00862 eV, 1/(kB*T) = 116.045 1/eV, onset = 1.370e+01 s, ln(onset/T in s/K) = -1.988
T = 140 K: kB*T = 0.01206 eV, 1/(kB*T) = 82.889 1/eV, onset = 4.821e-03 s, ln(onset/T in s/K) = -10.276
T = 180 K: kB*T = 0.01551 eV, 1/(kB*T) = 64.470 1/eV, onset = 6.199e-05 s, ln(onset/T in s/K) = -14.881
T = 230 K: kB*T = 0.01982 eV, 1/(kB*T) = 50.454 1/eV, onset = 2.383e-06 s, ln(onset/T in s/K) = -18.385
T = 300 K: kB*T = 0.02585 eV, 1/(kB*T) = 38.682 1/eV, onset = 1.638e-07 s, ln(onset/T in s/K) = -21.328
Smallest Sigma reached in the curves = 0.510
Voltage drift at 300 K = 0.0476 V per decade
alpha = 0.125 eV, resistance drift exponent from curves = 0.1000
Fitted barrier = 0.2500 eV = 0.009187 hartree
Fitted intercept = -30.999 (time in s, T in K)
Largest residual of ln(onset/T) = 2.0e-07
Rate product from intercept = 2.500e+09 eV/s
Barrier from 100 K and 300 K alone = 0.2500 eV
Slope without division by T = 0.2361 eV, largest residual = 0.086
Scatter of ln(onset) = 0.20: barrier error = 0.0033 eV (simulated 0.0033 eV)
Fixed gain 0.020 V (dE = 0.0250 eV): fitted barrier = 0.2802 eV
Discrete steps of 0.0025 eV: fitted barrier = 0.2487 eV
Onset ratio discrete/continuous at 100 K = 0.862
Dead time 3.0e-08 s: onset at 300 K = 1.938e-07 s, fitted barrier = 0.2485 eV
Start barrier rising by 1.0e-04 eV/K, from 0.2400 eV at 100 K to 0.2600 eV at 300 K:
  fitted barrier = 0.2300 eV, largest residual = 2.8e-07
Cooling from 600 K, thermal time 3.0e-09 s, barrier 0.2500 eV when hot:
  barrier after cooling (eV), coldest ambient first: 0.2613, 0.2624, 0.2637, 0.2660, 0.2721
  fitted barrier = 0.2564 eV, largest residual = 0.085
Back jumps, drop 0.10 eV: rate factor at 300 K = 0.9791, fitted barrier = 0.2498 eV
Tunnelling: rate factor at 100 K = 1.0096, fitted barrier = 0.2499 eV
\end{verbatim}
